# Why a spacing error rescales γ but not the power-law exponent: a numerical check

```python
# RESULT UNDER TEST
# True spacing = c * nominal spacing, with one constant c for all samples.
# Fits of failure time t against nominal field and against true field obey
#   linear-field model  ln t = a - gamma*E   : gamma_nominal = gamma_true / c
#   power law           ln t = b - n*ln(E)   : n_nominal = n_true,
#                                              b_nominal = b_true + n*ln(c)
# Fields are in MV/cm, spacings in nm, voltages in V, times in s.
# Failure times are synthetic; their scale follows a square-root-field law,
# so neither fitted model is the law that generated the data.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import minimize

MVCM_PER_V_NM = 10.0          # 1 V/nm = 10 MV/cm


def field(voltage, spacing):
    return MVCM_PER_V_NM * voltage / spacing


def line_fit(x, y):
    """Least-squares line: returns slope and intercept."""
    xc = x - x.mean()
    slope = xc @ (y - y.mean()) / (xc @ xc)
    return slope, y.mean() - slope * x.mean()


def weibull_fit(x, y):
    """Maximum-likelihood slope of ln(Weibull scale) against x."""
    xc = x - x.mean()
    slope0, icpt0 = line_fit(xc, y)
    spread0 = 0.78 * np.std(y - icpt0 - slope0 * xc)

    def cost(p):
        width = np.exp(p[2])
        z = (y - p[0] - p[1] * xc) / width
        g = np.exp(z) - 1.0
        grad = np.array([-np.mean(g) / width, -np.mean(g * xc) / width,
                         1.0 - np.mean(g * z)])
        return np.mean(np.exp(z) - z) + p[2], grad

    start = [icpt0 + 0.577 * spread0, slope0, np.log(spread0)]
    best = minimize(cost, start, jac=True, method="BFGS",
                    options={"gtol": 1e-9})
    assert np.max(np.abs(cost(best.x)[1])) < 1e-6
    return best.x[1]


# ---------------- synthetic stress test ----------------
s_nom, s_true = 35.0, 28.0
c = s_true / s_nom
levels = np.array([14.0, 15.5, 17.0, 18.5])
per_level = 15
root_coeff = 18.0             # (cm/MV)^(1/2)
scale_ref, field_ref = 1.0e4, 5.0
shape = 1.5                   # Weibull shape
rng = np.random.default_rng(7)
volts = np.repeat(levels, per_level)
E_true, E_nom = field(volts, s_true), field(volts, s_nom)


def ln_scale(E):
    return np.log(scale_ref) - root_coeff * (np.sqrt(E) - np.sqrt(field_ref))


ln_t = ln_scale(E_true) + np.log(rng.weibull(shape, volts.size))
mean_ln_t = ln_t.reshape(levels.size, per_level).mean(axis=1)

# ---------------- both models on both axes ----------------
m, a_true = line_fit(E_true, ln_t)
g_true = -m
m, a_nom = line_fit(E_nom, ln_t)
g_nom = -m
m, b_true = line_fit(np.log(E_true), ln_t)
n_true = -m
m, b_nom = line_fit(np.log(E_nom), ln_t)
n_nom = -m
assert np.isclose(g_nom, g_true / c, rtol=1e-9)
assert np.isclose(a_nom, a_true, rtol=1e-9)
assert np.isclose(n_nom, n_true, rtol=1e-9)
assert np.isclose(b_nom, b_true + n_true * np.log(c), rtol=1e-9)
# with equal sample numbers the level means give the same slopes
assert np.isclose(-line_fit(field(levels, s_true), mean_ln_t)[0], g_true)
assert np.isclose(-line_fit(np.log(levels), mean_ln_t)[0], n_true)

# tolerance 1e-4: iterative optimizer stops at a small finite gradient
gw_true, gw_nom = -weibull_fit(E_true, ln_t), -weibull_fit(E_nom, ln_t)
nw_true = -weibull_fit(np.log(E_true), ln_t)
nw_nom = -weibull_fit(np.log(E_nom), ln_t)
assert np.isclose(gw_nom, gw_true / c, rtol=1e-4)
assert np.isclose(nw_nom, nw_true, rtol=1e-4)

# dimensionless product gamma*E at mid-range is close to n
V_mid = levels.mean()
gE_true = g_true * field(V_mid, s_true)
gE_nom = g_nom * field(V_mid, s_nom)
assert np.isclose(gE_true, gE_nom, rtol=1e-9)
assert abs(gE_true / n_true - 1) < 0.03   # finite voltage range

# residuals cannot reveal c
rms_lin = [np.std(ln_t - a_true + g_true * E_true),
           np.std(ln_t - a_nom + g_nom * E_nom)]
rms_pow = [np.std(ln_t - b_true + n_true * np.log(E_true)),
           np.std(ln_t - b_nom + n_nom * np.log(E_nom))]
assert np.isclose(*rms_lin) and np.isclose(*rms_pow)

# ---------------- other field axes ----------------
powers = [1.0, 0.5, 0.1, -1.0]
factors = []
for p in powers:
    ratio = line_fit(E_nom**p, ln_t)[0] / line_fit(E_true**p, ln_t)[0]
    assert np.isclose(ratio, c**(-p), rtol=1e-8)
    factors.append(ratio)
# unchanged slope for all scale factors: E*phi'' + phi' = 0
E = sp.symbols("E", positive=True)
phi = sp.Function("phi")
solution = sp.dsolve(E * phi(E).diff(E, 2) + phi(E).diff(E), phi(E)).rhs
assert solution.has(sp.log(E))
assert sp.simplify(sp.diff(E * sp.diff(solution, E), E)) == 0
k = sp.symbols("k", positive=True)
shift = sp.expand_log(solution.subs(E, E / k) - solution, force=True)
assert sp.simplify(sp.diff(shift, E)) == 0

# ---------------- same structure at use voltage ----------------
V_use = 3.3
life_lin = [a_true - g_true * field(V_use, s_true),
            a_nom - g_nom * field(V_use, s_nom)]
life_pow = [b_true - n_true * np.log(field(V_use, s_true)),
            b_nom - n_nom * np.log(field(V_use, s_nom))]
life_law = ln_scale(field(V_use, s_true)) - np.euler_gamma / shape
assert np.isclose(*life_lin) and np.isclose(*life_pow)
assert life_lin[0] < life_law < life_pow[0]

# ---------------- transfer to a structure of known spacing ----------------
E_new = 2.0
err_lin = (a_nom - g_nom * E_new) - (a_true - g_true * E_new)
err_pow = (b_nom - n_nom * np.log(E_new)) - (b_true - n_true * np.log(E_new))
assert np.isclose(err_lin, -g_true * E_new * (1 / c - 1))
assert np.isclose(err_pow, n_true * np.log(c))

# ---------------- neglected effects ----------------
# random spacing from sample to sample, independent of voltage
spread, repeats = 0.03, 4000
xc = np.log(volts) - np.log(volts).mean()
Sxx = xc @ xc
noise = n_true * np.log(1 + spread * rng.standard_normal((repeats, xc.size)))
n_shift = -(noise @ xc) / Sxx
assert abs(n_shift.mean()) < 5 * n_shift.std() / np.sqrt(repeats)
assert np.isclose(n_shift.std(), n_true * spread / np.sqrt(Sxx), rtol=0.06)
assert np.isclose(noise.std(), n_true * spread, rtol=0.02)
n_stderr = rms_pow[0] * np.sqrt(volts.size / (volts.size - 2)) / np.sqrt(Sxx)

# same loss in nm on two nominal spacings, pooled in one fit
wide_nom = 50.0
wide_true = wide_nom - (s_nom - s_true)
wide_levels = np.array([22.0, 24.0, 26.0, 28.0])
x_pool = np.log(np.r_[field(levels, s_nom), field(wide_levels, wide_nom)])
y_pool = -n_true * np.log(np.r_[field(levels, s_true),
                                field(wide_levels, wide_true)])
n_pool = -line_fit(x_pool, y_pool)[0]
group = np.repeat([0.0, 1.0], 4)
design = np.column_stack([x_pool, 1 - group, group])
n_cured = -np.linalg.lstsq(design, y_pool, rcond=None)[0][0]
assert abs(n_pool / n_true - 1) > 0.05
assert np.isclose(n_cured, n_true, rtol=1e-8)

# constant voltage offset: gamma survives, exponent does not
V_off = 0.5
E_off = field(levels - V_off, s_true)
g_off = -line_fit(field(levels, s_true), -g_true * E_off)[0]
n_off = -line_fit(np.log(levels), -n_true * np.log(E_off))[0]
assert np.isclose(g_off, g_true, rtol=1e-9)
assert np.isclose(n_off / n_true, V_mid / (V_mid - V_off), rtol=0.005)

# electrostatic compression of the dielectric makes c depend on voltage
eps_rel, modulus = 2.7, 8.0e9             # modulus in Pa
strain = eps_rel * epsilon_0 * (field(levels, s_true) * 1e8)**2 / (2 * modulus)
E_squeezed = field(levels, s_true * (1 - strain))
n_squeezed = -line_fit(np.log(levels), -n_true * np.log(E_squeezed))[0]
strain_mid = np.interp(V_mid, levels, strain)
# tolerance 10%: strain varies over the voltage range
assert np.isclose(n_squeezed / n_true - 1, 2 * strain_mid, rtol=0.1)

# ---------------- output ----------------
print(f"nominal, true spacing: {s_nom:.1f}, {s_true:.1f} nm; c = {c:.3f}")
print(f"samples per voltage: {per_level}; Weibull shape {shape:.1f}")
print(f"generating law: root coefficient {root_coeff:.1f} (cm/MV)^0.5")
print(f"  Weibull scale {scale_ref:.0f} s at true {field_ref:.1f} MV/cm")
print("V (V), E_nom, E_true (MV/cm), mean ln(t/s):")
for V, y in zip(levels, mean_ln_t):
    print(f"  {V:.1f}  {field(V, s_nom):.4f}  {field(V, s_true):.4f}  {y:.4f}")
print(f"gamma, true field: {g_true:.4f} cm/MV")
print(f"gamma, nominal field: {g_nom:.4f} cm/MV")
print(f"gamma ratio nominal/true: {g_nom / g_true:.4f}")
print(f"intercept a, true and nominal: {a_true:.4f}, {a_nom:.4f}")
print(f"exponent n, true and nominal: {n_true:.4f}, {n_nom:.4f}")
print(f"intercept b, true field: {b_true:.4f}")
print(f"intercept b, nominal field: {b_nom:.4f}")
print(f"n ln c: {n_true * np.log(c):.4f}")
print(f"max. likelihood gamma true, nom: {gw_true:.4f}, {gw_nom:.4f} cm/MV")
print(f"max. likelihood n true, nominal: {nw_true:.4f}, {nw_nom:.4f}")
print(f"gamma*E at {V_mid:.2f} V, true, nom: {gE_true:.3f}, {gE_nom:.3f}")
print(f"rms residual in ln t, linear, both axes: {rms_lin[0]:.4f}, "
      f"{rms_lin[1]:.4f}")
print(f"rms residual in ln t, power, both axes: {rms_pow[0]:.4f}, "
      f"{rms_pow[1]:.4f}")
for p, f in zip(powers, factors):
    print(f"axis E^p, p = {p:.1f}: slope ratio nominal/true {f:.4f}")
print(f"log10(life/s) at {V_use:.1f} V, same structure:")
print(f"  linear fit, true and nominal: {life_lin[0] / np.log(10):.2f}, "
      f"{life_lin[1] / np.log(10):.2f}")
print(f"  power fit, true and nominal: {life_pow[0] / np.log(10):.2f}, "
      f"{life_pow[1] / np.log(10):.2f}")
print(f"  generating law: {life_law / np.log(10):.2f}")
print(f"transfer to known spacing at {E_new:.1f} MV/cm:")
print(f"  linear: ln error {err_lin:.3f}, life factor {np.exp(err_lin):.4f}")
print(f"  power: ln error {err_pow:.3f}, life factor {np.exp(err_pow):.5f}")
print(f"standard error of n from scatter of the data: {n_stderr:.2f}")
print(f"random spacing spread {100 * spread:.0f}%: "
      f"ln t scatter {noise.std():.3f}")
print(f"  resulting shift of n: mean {n_shift.mean():.3f}, "
      f"sd {n_shift.std():.3f}")
print(f"second structure: nominal {wide_nom:.0f}, true {wide_true:.0f} nm, "
      f"c = {wide_true / wide_nom:.3f}")
print(f"  its voltages: {wide_levels[0]:.0f} to {wide_levels[-1]:.0f} V, "
      f"step {wide_levels[1] - wide_levels[0]:.0f} V")
print(f"  n pooled: {n_pool:.3f}; separate intercepts: {n_cured:.3f}")
print(f"offset {V_off:.1f} V: gamma {g_off:.4f} cm/MV, n {n_off:.3f}")
print(f"relative permittivity {eps_rel:.1f}, modulus {modulus / 1e9:.1f} GPa")
print(f"  strain at top voltage: {100 * strain[-1]:.4f} %")
print(f"  change of n by compression: {100 * (n_squeezed / n_true - 1):.3f} %")
print("OK")
```

Running it gives:

```
nominal, true spacing: 35.0, 28.0 nm; c = 0.800
samples per voltage: 15; Weibull shape 1.5
generating law: root coefficient 18.0 (cm/MV)^0.5
  Weibull scale 10000 s at true 5.0 MV/cm
V (V), E_nom, E_true (MV/cm), mean ln(t/s):
  14.0  4.0000  5.0000  8.8598
  15.5  4.4286  5.5357  6.5670
  17.0  4.8571  6.0714  4.7689
  18.5  5.2857  6.6071  2.8371
gamma, true field: 3.7084 cm/MV
gamma, nominal field: 4.6354 cm/MV
gamma ratio nominal/true: 1.2500
intercept a, true and nominal: 27.2799, 27.2799
exponent n, true and nominal: 21.3960, 21.3960
intercept b, true field: 43.2676
intercept b, nominal field: 38.4932
n ln c: -4.7744
max. likelihood gamma true, nom: 3.7496, 4.6870 cm/MV
max. likelihood n true, nominal: 21.5360, 21.5360
gamma*E at 16.25 V, true, nom: 21.522, 21.522
rms residual in ln t, linear, both axes: 0.8822, 0.8822
rms residual in ln t, power, both axes: 0.8773, 0.8773
axis E^p, p = 1.0: slope ratio nominal/true 1.2500
axis E^p, p = 0.5: slope ratio nominal/true 1.1180
axis E^p, p = 0.1: slope ratio nominal/true 1.0226
axis E^p, p = -1.0: slope ratio nominal/true 0.8000
log10(life/s) at 3.3 V, same structure:
  linear fit, true and nominal: 9.95, 9.95
  power fit, true and nominal: 17.26, 17.26
  generating law: 12.83
transfer to known spacing at 2.0 MV/cm:
  linear: ln error -1.854, life factor 0.1566
  power: ln error -4.774, life factor 0.00844
standard error of n from scatter of the data: 1.11
random spacing spread 3%: ln t scatter 0.642
  resulting shift of n: mean 0.001, sd 0.810
second structure: nominal 50, true 43 nm, c = 0.860
  its voltages: 22 to 28 V, step 2 V
  n pooled: 18.709; separate intercepts: 21.396
offset 0.5 V: gamma 3.7084 cm/MV, n 22.085
relative permittivity 2.7, modulus 8.0 GPa
  strain at top voltage: 0.0652 %
  change of n by compression: 0.100 %
OK
```
